# Time-Reversal Suppression of Phonon Scattering between Kramers Partners at K and K′

In a p-type channel made from a monolayer such as tungsten diselenide, the highest valence states at the zone corners $K$ and $K'=-K$ have opposite spin. A hole that changes valley within this upper band must reverse its spin. Zone-corner phonons supply the required wavevector, and spin-orbit coupling lets lattice motion act on spin. A transport code therefore needs an intervalley coupling, and a constant deformation potential is a tempting choice. Time reversal rules that choice out: the first-order coupling vanishes at the Kramers partner and grows with the distance from it.

## 1. The selection rule

Let $\Theta$ be time reversal for a spin-½ carrier, with $\Theta^2=-1$. It is antiunitary, so for any two states

$$\langle a|b\rangle=\langle \Theta b|\Theta a\rangle. \tag{1}$$

The undistorted crystal is assumed nonmagnetic and free of magnetic field. Phonons are assumed to act through ionic displacements $u_{l s\alpha}$ (cell $l$, atom $s$, direction $\alpha$), not through ionic velocities. A crystal with displaced ions at rest is still time-reversal invariant, spin-orbit coupling included. Each $\partial H/\partial u_{ls\alpha}$ is therefore Hermitian and commutes with $\Theta$.

A phonon of wavevector $q$ and polarization $e$ couples through

$$\mathcal D_q=\sum_{ls\alpha}e_{s\alpha}\,e^{iq\cdot R_l}\,\frac{\partial H}{\partial u_{ls\alpha}} .$$

This operator is not Hermitian, but $\Theta$ conjugates its coefficients and leaves the derivatives alone, which is also what Hermitian conjugation does. Hence $\Theta\mathcal D_q\Theta^{-1}=\mathcal D_q^\dagger$.

For two states $\psi_1,\psi_2$, put $a=\Theta\psi_1$ and $b=\mathcal D_q\psi_2$ in (1):

$$\begin{aligned}
\langle\Theta\psi_1|\mathcal D_q|\psi_2\rangle
&=\langle\Theta\mathcal D_q\psi_2|\Theta^2\psi_1\rangle
=-\langle\mathcal D_q^\dagger\,\Theta\psi_2|\psi_1\rangle\\
&=-\langle\Theta\psi_2|\mathcal D_q|\psi_1\rangle. 
\end{aligned}\tag{2}$$

With $\psi_1=\psi_2=\psi$ the amplitude equals its own negative, so

$$\langle\Theta\psi|\mathcal D_q|\psi\rangle=0. \tag{3}$$

No property of the polarization was used, so (3) covers circularly polarized modes too. The minus sign comes from $\Theta^2=-1$. For a spinless carrier, $\Theta^2=+1$ and (2) imposes no zero.

The rule was tested on the honeycomb model of Section 3, with and without a mirror-breaking Rashba term of 5 meV, for partners at the corners and for partners offset by $(0.06,0.03)$ Å$^{-1}$. The largest coupling, measured by $D$ of (5) below, was $1.5\times10^{-15}$ eV/Å, which is rounding error. For the same offset wavevectors, the spin-conserving transition to the lower spin-split band has coupling 2.33 eV/Å. This value assumes that the hopping varies with bond length $d$ as $e^{-3(d/b-1)}$, where $b$ is the undistorted length, and it is proportional to the decay constant 3. That final state is not the partner, and (3) does not protect it.

## 2. What finite wavevector relaxes

The partner of a state at $k$ lies at $-k$. For a final wavevector $k'$, define the mismatch

$$p=k+k',$$

reduced by a reciprocal lattice vector where necessary. The phonon wavevector is $q=k'-k$. A phonon with $q=-2k$ joins exact partners for any $k$, so moving $q$ away from the zone corner does not by itself lift the prohibition. The mismatch $p$ does.

To find the law, set $k_2=k$ and $k_1=-k'$, so that $p=k_2-k_1$, and define $G(k_1,k_2)=\langle\Theta\psi(k_1)|\mathcal D_q|\psi(k_2)\rangle$. Here $q=-(k_1+k_2)$ is unchanged when the two arguments are swapped, so the same phonon operator stands on both sides of (2), giving

$$G(k_1,k_2)=-G(k_2,k_1).$$

Hold the midpoint $\bar k=(k_1+k_2)/2$ fixed. This also fixes $q=-2\bar k$ and the polarization. Exchange of the arguments reverses $p$, so $G$ is odd in $p$. Where the band is nondegenerate, its phase can be chosen smooth, and

$$G=A(\bar k)\cdot p+O(p^3). \tag{4}$$

The squared coupling starts as $p^2$.

Let $g_{s\alpha}$ be the matrix element of $\partial H/\partial u_{s\alpha}$ for one displaced atom, between Bloch states normalized to one cell. For two atoms of equal mass, define

$$D^2=2\sum_{s\alpha}|g_{s\alpha}|^2. \tag{5}$$

By (4), $D^2$ is a quadratic form in $p$ at leading order. With the midpoint at $K$, threefold symmetry requires its matrix to commute with a 120° rotation. If the matrix had two different eigenvalues, the rotation would have to carry each eigenvector into a parallel one, which a 120° rotation in the plane cannot do. The eigenvalues are therefore equal, and

$$D^2=D_1^2p^2. \tag{6}$$

The constant $D_1$ has the unit of energy. Symmetry allows it to vanish, and Section 3 contains such a case.

**On-shell transitions.** Partners have equal energy, so one phonon of nonzero energy cannot take a carrier from a state to its exact partner. Write $k=K+\kappa$ and $k'=-K+\kappa'$, so that $p=\kappa+\kappa'$. With isotropic valleys, energy conservation gives $\kappa'\ne\kappa$ in magnitude and $p\ge|\kappa'-\kappa|>0$. For carrier energy $E\gg\hbar\omega$ this minimum is about $\kappa\hbar\omega/2E$. The rule thus acts on real transitions by making their amplitude small near the partner.

## 3. A lattice value for the linear coefficient

Take a planar honeycomb lattice with bond length $b$, valence states on sublattice B and conduction states on A. A carrier hops from one B site to another through an A site with amplitude $i\lambda(\hat d_1\times\hat d_2)\cdot\sigma$, where $\hat d_1,\hat d_2$ are the successive bond directions. Since $i$ and $\sigma$ both change sign under $\Theta$, this term is time-reversal invariant for any atomic positions.

Let $\delta_j=b\,n_j$ run from an A site to its three B neighbours, and write $\nu_j=n_{jx}-in_{jy}$. Define

$$S(k)=\sum_je^{ik\cdot\delta_j},\quad F(k)=\sum_j\nu_je^{ik\cdot\delta_j},\quad \tilde F(k)=\sum_j\nu_j^*e^{ik\cdot\delta_j}.$$

For lattice constant $a=\sqrt3\,b$, take $K=(4\pi/3a,0)$ and bonds at 30°, 150° and −90°. The phases $K\cdot\delta_j$ are 120°, −120° and 0, so $S(K)=0$, $F(K)=3i$ and $\tilde F(K)=0$.

**Spin splitting.** On the path $B_j\to A\to B_i$, $\hat d_1=-n_j$ and $\hat d_2=n_i$, so the amplitude for spin $s=\pm1$ is $i\lambda s(n_i\times n_j)_z$. Using $(n_i\times n_j)_z=(\nu_i\nu_j^*-\nu_i^*\nu_j)/2i$ and summing with phases $e^{-ik\cdot\delta_i+ik\cdot\delta_j}$,

$$E_{so}(k)=\frac{\lambda s}{2}\left(|\tilde F|^2-|F|^2\right),\qquad E_{so}(K)=-\frac{9\lambda s}{2}.$$

For $\lambda>0$ the upper state at $K$ has spin down, and the splitting is $9\lambda$.

**Displacing A by $u$ along $\hat z$.** Bond lengths change only at order $u^2$. The directions become $\hat d_1=-n_j+(u/b)\hat z$ and $\hat d_2=n_i-(u/b)\hat z$, and the first-order change of their cross product is $(u/b)\,\hat z\times(n_i-n_j)$. Since $\langle\uparrow|(\hat z\times n)\cdot\sigma|\downarrow\rangle=-n_y-in_x=-i\nu$, the spin-flip amplitude per unit displacement is $(\lambda/b)(\nu_i-\nu_j)$. The final wavevector is $-k_1$, so the phases are $e^{ik_1\cdot\delta_i+ik_2\cdot\delta_j}$ and

$$g_A=\frac{\lambda}{b}\left[F(k_1)S(k_2)-S(k_1)F(k_2)\right].$$

The antisymmetry is explicit. Let $k_{1,2}=K+\kappa_{1,2}$ and $\kappa_c=\kappa_x+i\kappa_y$. With $\kappa\cdot n_j=(\kappa_c\nu_j+\kappa_c^*\nu_j^*)/2$,

$$S(K+\kappa)\simeq\frac{ib}{2}\left[\kappa_cF(K)+\kappa_c^*\tilde F(K)\right]=-\frac{3b}{2}\kappa_c .$$

Therefore $g_A\simeq-\tfrac{9i}{2}\lambda(\kappa_{2c}-\kappa_{1c})$, and $|g_A|=4.5\lambda p$.

**Displacing B.** For hops starting on the moved atom and passing through the A site at $-\delta_a$, only $\hat d_1=-n_a-(u/b)\hat z$ changes, which gives the spin-flip amplitude $-(\lambda/b)\nu_i$. The arrival site is $\delta_i-\delta_a$. The excluded return path $i=a$ may be added to the sum because $\sum_i\nu_i=0$. Hops ending on the moved atom have the Hermitian-conjugate operator, hence the opposite sign, and carry $k_2$:

$$g_B=\frac{\lambda}{b}\left[F(k_2)S^*(k_2)-F(k_1)S^*(k_1)\right],\qquad |g_B|\simeq4.5\lambda p .$$

In-plane motion of the planar lattice conserves $s_z$ and contributes nothing to this spin flip. The A admixture in the valence states alters the result only beyond leading order. From (5), $D^2=4(4.5\lambda p)^2$, so

$$D_1=9\lambda, \tag{7}$$

equal to the valence splitting in this model. Physically, out-of-plane motion tilts the axis along which spin-orbit coupling holds the spin.

For $\lambda=0.050$ eV, finite displacement of the lattice gives $D_1=0.450$ eV, as (7) predicts. The coupling is 0.0045, 0.0090 and 0.0180 eV/Å at mismatches 0.01, 0.02 and 0.04 Å$^{-1}$.

**Reversed spin-orbit sign.** For $\lambda<0$ the upper state at $K$ has spin up, and $F$ is replaced by $\tilde F$ in the amplitudes. Both $\tilde F$ and $S$ vanish at $K$, so $g$ is of second order in the local wavevectors. Being odd in $p$, it has no second-order term when the midpoint is $K$. The linear coefficient there is zero; the numerical slope is $3\times10^{-7}$ eV. A calculation for a real material must therefore determine $D_1$ and not infer it from the splitting alone.

## 4. Scattering rates

Let the two atoms in the cell have equal mass $M$, and give all modes near the zone corner one energy $\hbar\omega$. The displacement amplitude of a mode in a crystal of $N_c$ cells is $\sqrt{\hbar/2MN_c\omega}$. Polarization vectors form a complete set, so the sum over modes becomes a sum over atomic displacements. With area $\Omega$ and areal density $\rho=2MN_c/\Omega$,

$$|M_{k'k}|^2=\frac{\hbar}{2MN_c\omega}\sum_{s\alpha}|g_{s\alpha}|^2=\frac{\hbar D_1^2p^2}{2\rho\Omega\omega},$$

multiplied by $N$ for absorption or $N+1$ for emission, where $N$ is the phonon occupation.

For a parabolic band of mass $m$, the final density of states is $\Omega m/2\pi\hbar^2$; spin adds no factor because the final band is single. The golden rule gives, for each process,

$$\Gamma=\frac{mD_1^2}{2\hbar^2\rho\omega}\,\langle p^2\rangle\times(N\ \text{or}\ N+1).$$

If $\theta$ is the angle between $\kappa$ and $\kappa'$, then $p^2=\kappa^2+\kappa'^2+2\kappa\kappa'\cos\theta$, whose angular mean is $\kappa^2+\kappa'^2=2m(2E\pm\hbar\omega)/\hbar^2$. With the step function $\Theta_E=1$ for $E>\hbar\omega$ and zero otherwise,

$$\Gamma_{out}=C\left[N(2E+\hbar\omega)+(N+1)(2E-\hbar\omega)\Theta_E\right],\quad C=\frac{m^2D_1^2}{\hbar^4\rho\omega}. \tag{8}$$

**Momentum loss.** The partner moves with reversed velocity. The factor $p^2$ therefore suppresses backscattering and favours final states with $\kappa'$ parallel to $\kappa$. The fraction of local momentum lost is $1-(\kappa'/\kappa)\cos\theta$, and

$$\left\langle p^2\left(1-\frac{\kappa'}{\kappa}\cos\theta\right)\right\rangle=\kappa^2+\kappa'^2-2\kappa'^2\langle\cos^2\theta\rangle=\kappa^2 .$$

Since $\kappa^2=2mE/\hbar^2$,

$$\Gamma_{mom}=CE\left[N+(N+1)\Theta_E\right]. \tag{9}$$

For $E\gg\hbar\omega$, $\Gamma_{mom}/\Gamma_{out}\to1/2$. At 60 meV in the example below the rates are $5.40\times10^8$ and $9.78\times10^8$ s$^{-1}$, a ratio of 0.55. Direct sums over final states agree with both formulas to the printed digits.

**Thermal and hot carriers.** For a nondegenerate distribution at carrier temperature $T_e$, average (8) with weight $e^{-E/k_BT_e}/k_BT_e$. Absorption gives $N(2k_BT_e+\hbar\omega)$. In the emission term, put $E=\hbar\omega+\varepsilon$: the bracket becomes $2\varepsilon+\hbar\omega$ and a factor $e^{-\hbar\omega/k_BT_e}$ comes out. Thus

$$\overline\Gamma=C(2k_BT_e+\hbar\omega)\left[N+(N+1)e^{-\hbar\omega/k_BT_e}\right], \tag{10}$$

with $N$ taken at the lattice temperature $T$.

For a weakly drifted Maxwell distribution at $T$, the momentum-loss rate is $\gamma=\langle E\Gamma_{mom}\rangle/\langle E\rangle$. Let $x=\hbar\omega/k_BT$. Absorption contributes $2Ck_BTN$. Emission contributes $(N+1)Ck_BT\int_x^\infty t^2e^{-t}dt$, the integral is $e^{-x}(x^2+2x+2)$, and $(N+1)e^{-x}=N$. Hence

$$\gamma=Ck_BTN(x^2+2x+4). \tag{11}$$

## 5. Example for a hole channel

The inputs are $a=0.33$ nm, hopping 1.30 eV, site energies ±0.90 eV and $\lambda=0.050$ eV. They give a hole mass of 0.407 free-electron masses (finite difference with step 0.01 Å$^{-1}$; a smaller step gives 0.406 and lowers the rates by about 0.1%) and a splitting of 0.450 eV. The phonon energy is 25 meV, so $N=0.613$ at 300 K, and $\rho=6.02\times10^{-7}$ g/cm².

The mean square mismatch in (10) is $2m(2k_BT+\hbar\omega)/\hbar^2$; its root at 300 K is 0.0905 Å$^{-1}$. The effective coupling is

$$0.450\ \text{eV}\times0.0905\ \text{Å}^{-1}=0.0407\ \text{eV/Å}=4.07\times10^6\ \text{eV/cm}.$$

A constant coupling of $10^8$ eV/cm, chosen for comparison with mass, density and phonon energy unchanged, would give $2.29\times10^{11}$ s$^{-1}$. The protected rate is smaller by $(4.07\times10^6/10^8)^2=1.66\times10^{-3}$, or $3.8\times10^8$ s$^{-1}$: one transition in 2.6 ns. With carriers at 1000 K and the lattice at 300 K it is $1.45\times10^9$ s$^{-1}$, or 0.69 ns.

Equation (11) gives $4.4\times10^8$ s$^{-1}$, which corresponds to a mobility of about $10^7$ cm²/Vs for this channel alone. The drifted Maxwell form is only an estimate: solving the Boltzmann equation with the same scattering gives $2\times10^7$ cm²/Vs. An assumed total mobility of 100 cm²/Vs implies $4.3\times10^{13}$ s$^{-1}$, about $10^5$ times faster. The channel is therefore negligible for resistance. Whether it sets the valley and spin lifetime depends on competing routes that are not computed here. With an assumed energy relaxation time $\tau_E=1$ ps, the balance $e\mu\mathcal E^2=k_B(T_e-T)/\tau_E$ puts 1000 K carriers at a field $\mathcal E$ of 0.025 MV/cm.

**Comparison with tungsten diselenide.** The mass, splitting and phonon energy are roughly those of the monolayer; the model gap of 1.58 eV is lower than its roughly 2 eV electronic gap. The real cell has three atoms and several orbitals, and Section 3 shows that $D_1$ can even vanish at a given splitting. The rates here therefore illustrate the model and are not predictions for the material; a factor of two in $D_1$ changes them fourfold. At $E=k_BT_e$ and for phonon absorption, the full lattice coupling squared is 5% below the linear law at 300 K and 12% below it at 1000 K. The band's departure from a parabola acts the other way, by raising both the density of final states and the wavevectors, hence the mismatches, at a given energy. Together these outweigh the weaker coupling: averaged over the thermal distribution, the parabolic formula underestimates the rate of this lattice model by roughly a tenth at 300 K and a quarter for 1000 K carriers. A gate-induced Rashba term of 5 meV raises the squared coupling by 10% at 300 K. Trigonal warping spreads the energy at the hot wavevector by 16% of its mean. At $10^{12}$ cm$^{-2}$ and 300 K the band-edge occupation is 0.20. With both valleys equally filled, Pauli blocking and the higher mean carrier energy nearly cancel in the mean out-rate: (10) is low by 1% at this density and by 5% at $10^{13}$ cm$^{-2}$, where the occupation is 0.90. The golden rule also assumes a sharp carrier energy, whereas collision broadening is 28 meV, comparable with $k_BT$ and $\hbar\omega$. The rates given here do not include this broadening. A parabolic upper band would put 0.5% of the 1000 K carriers beyond the spin splitting. In the lattice bands the share is 1.8%, nearly half of it in the lower spin-split band, which the rates leave out. Carriers beyond the splitting can change valley without a spin flip, through a coupling that is already 2.33 eV/Å at the offset pair of Section 1, so this small share may dominate valley transfer at 1000 K. The 0.69 ns applies to the protected channel alone. The interband tunnelling exponent is about 2100, so tunnelling is negligible at this field. Defects and the valence maximum at the zone centre are not included, and either may provide a faster route between valleys.

## 6. Where the protection ends

**Magnetism.** An in-plane exchange energy $h$ mixes the spin-split bands, which are separated by $\Delta_s$, with amplitude $h/\Delta_s$. The initial and final admixtures each open the spin-conserving amplitude. Let $\psi=|k\downarrow\rangle$ and $\phi=|k\uparrow\rangle$, with $\Theta\psi=|{-k}\uparrow\rangle$ and $\Theta\phi=-|{-k}\downarrow\rangle$. Equation (2) then makes the two spin-conserving amplitudes equal, so they add. For $h=10$ meV at the offset pair of Section 1, the estimate is $2(0.010/0.450)(2.328)=0.103$ eV/Å, and the lattice calculation also gives 0.103 eV/Å. For real transitions, take phonon absorption at $E=k_BT$ and 300 K, averaged over both directions. The same exchange energy raises the root-mean-square coupling from 0.040 to 0.080 eV/Å, so the linear law cannot be used alone.

**Two phonons.** Let a carrier of energy $E$ absorb one phonon and emit another of equal energy, through Hermitian displacement operators $V_a$ and $V_b$. With $\mathcal G(z)=(z-H)^{-1}$, the two time orders give

$$M_2=\langle\Theta\psi|V_b\mathcal G(E+\hbar\omega)V_a+V_a\mathcal G(E-\hbar\omega)V_b|\psi\rangle .$$

The steps of (2), applied to $V_a\mathcal GV_b$, whose Hermitian conjugate is $V_b\mathcal GV_a$, reverse the sign of the second term:

$$M_2=\langle\Theta\psi|V_b[\mathcal G(E+\hbar\omega)-\mathcal G(E-\hbar\omega)]V_a|\psi\rangle .$$

This vanishes in the static limit and is linear in $\omega$ when intermediate states lie much farther than $\hbar\omega$ from $E$. Exact partners can thus be joined on shell at second order. The size of this rate is not estimated here.

## 7. Use in a transport code

1. Identify the partner by time reversal, not by valley label alone. Transitions to the other spin-split band need their own coupling.
2. Compute $g_{s\alpha}$ between a state at a general $k$ and its Kramers partner at $k'=-k$. A nonzero result in a nonmagnetic crystal signals inconsistent states or a derivative that breaks time reversal.
3. Obtain $D_1$ from small mismatches about $K$. If it vanishes, tabulate the coupling against both wavevectors.
4. In Monte Carlo sampling, choose the final angle uniformly and accept it with probability $|\kappa+\kappa'|^2/(|\kappa|+|\kappa'|)^2$. This reproduces the angular weight behind (8) and (9).
5. A constant $D_1p_{rms}$ reproduces the mean out-rate at the one temperature for which it was computed. It loses the suppression of backscattering and the growth with carrier energy.

The main values are in the numerical output.

## Computed values

```
Lattice constant: 0.33 nm
Hopping, half site offset: 1.30, 0.90 eV
Spin-orbit hopping: 0.050 eV; hopping decay: 3.0
Band gap at K: 1.575 eV
Valence spin splitting at K: 0.450 eV
Hole mass: 0.407 free-electron masses
Offset of test pair from K: 0.06, 0.03 1/angstrom
Largest D, exact partners: 1.5e-15 eV/angstrom
D, same pair, 10 meV exchange: 0.1033 eV/angstrom
D, same k pair, spin conserved: 2.328 eV/angstrom
D at mismatch 0.01 1/angstrom: 0.00450 eV/angstrom
D at mismatch 0.02 1/angstrom: 0.00899 eV/angstrom
D at mismatch 0.04 1/angstrom: 0.01795 eV/angstrom
Linear coefficient D1: 0.4500 eV
D1 with reversed spin-orbit sign: 2.9e-07 eV
Distorted crystal, largest pair gap: 4.0e-15 eV
Distorted crystal, valence-top shift: -10.07 meV
Two-phonon amplitude, energy doubled: ratio 2.0000
Cell mass: 342 u; areal density: 6.022e-07 g/cm2
Phonon energy: 25 meV; occupation: 0.613
Lattice, hot-carrier temperature: 300, 1000 K
Out-rate at 60 meV, formula: 9.7829e+08 1/s
Out-rate at 60 meV, state sum: 9.7829e+08 1/s
Momentum loss at 60 meV, formula: 5.3963e+08 1/s
Momentum loss at 60 meV, state sum: 5.3963e+08 1/s
Rms mismatch at 300 K: 0.0905 1/angstrom
Effective coupling at 300 K: 4.071e+06 eV/cm
Mean rate at 300 K: 3.801e+08 1/s
Mean time at 300 K: 2.631 ns
Mean rate, 1000 K carriers: 1.451e+09 1/s
Mean time, 1000 K carriers: 0.689 ns
Drift momentum-loss rate, 300 K: 4.400e+08 1/s
Mobility limit, this channel alone: 9.832e+06 cm2/Vs
Unprotected coupling, input: 1.0e+08 eV/cm
Unprotected rate at 300 K: 2.293e+11 1/s
Protected/unprotected rate: 1.658e-03
Full/linear squared coupling, E=kT, 300 K: 0.948
Full/linear squared coupling, E=kT, 1000 K: 0.880
Squared coupling, 5 meV Rashba/none: 1.097
Trigonal energy spread at hot k: 15.9 %
Hole density: 1.0e+12 1/cm2
Band-edge occupation at 300 K: 0.204
Hot fraction beyond splitting: 5.40e-03
Channel mobility, input: 100 cm2/Vs
Total collision rate from mobility: 4.326e+13 1/s
Collision broadening: 28.5 meV
Energy relaxation time, input: 1.0 ps
Field for 1000 K carriers: 0.0246 MV/cm
Interband tunnelling exponent: 2135
```
